# Photon Energy of Donor–Acceptor Pairs and Its Inverse-Distance Term

## Definitions and conventions

A semiconductor contains one donor D and one acceptor A a distance $R$ apart. In the initial state both are neutral: the donor ion D⁺ binds an electron and the acceptor ion A⁻ binds a hole. The electron then recombines with the hole and a photon is emitted. The final state consists of the bare ions D⁺ and A⁻.

Formulas are in Hartree atomic units, so the elementary charge, the electron mass and $\hbar$ equal one. The symbols are:

- $E_g$, the energy needed to create a free electron and a free hole, both at rest and far apart;
- $E_D>0$, the energy needed to free the electron from an isolated neutral donor;
- $E_A>0$, the energy needed to free the hole from an isolated neutral acceptor;
- $\varepsilon$, the static relative permittivity of the host;
- $h\nu$, the photon energy.

The result to be derived, at leading order for $R$ well above the radii of the bound orbitals, is

$$h\nu(R)=E_g-E_D-E_A+\frac{1}{\varepsilon R}. \tag{1}$$

The host is treated as a uniform, isotropic, linear dielectric, and other charges are absent. Equation (1) refers to the no-phonon line, which joins the lowest vibrational states before and after emission. The lattice is relaxed around the charges in both, which is why the static permittivity enters. If a phonon of energy $\hbar\omega$ is also emitted, the photon energy is lower by $\hbar\omega$.

The zero of energy is the crystal with a full valence band, an empty conduction band, and the ions D⁺ and A⁻ infinitely far apart. The energy of each ion in its own polarized surroundings belongs to this zero, so what remains to be found is how the energies depend on $R$.

## First derivation: total energies of the two states

**Final state.** Gauss's law in the dielectric gives a unit charge the field $1/(\varepsilon r^2)$. Its potential, zero at infinity, is

$$\phi(r)=\int_r^\infty\frac{dr'}{\varepsilon r'^2}=\frac{1}{\varepsilon r}.$$

Bringing the charge $-1$ from infinity to a distance $R$ from the charge $+1$ takes the work $(-1)\phi(R)$. Hence

$$E_f=-\frac{1}{\varepsilon R}. \tag{2}$$

**Initial state.** Creating the electron and the hole costs $E_g$. Binding them to their own ions returns $E_D$ and $E_A$. Any interaction $W$ between the two neutral centres must be added:

$$E_i=E_g-E_D-E_A+W(R). \tag{3}$$

Four pairs of charges contribute to $W$. If the orbitals are spherical and do not overlap, each cloud acts on the other centre like a point charge at its own ion. The contributions are then

- D⁺ with A⁻: $-1/(\varepsilon R)$;
- electron with hole: $-1/(\varepsilon R)$;
- electron with A⁻: $+1/(\varepsilon R)$;
- hole with D⁺: $+1/(\varepsilon R)$.

Their sum is zero. Energy conservation gives the photon the difference between (3) and (2):

$$h\nu=E_i-E_f=E_g-E_D-E_A-\left(-\frac{1}{\varepsilon R}\right),$$

which is equation (1).

The sign can be read from this subtraction. The final ions attract each other, so the final energy lies below its value for distant ions. A lower final energy leaves more energy for the photon. The attraction between electron and hole is not the cause. It lowers the initial energy, and by itself would reduce the photon energy, but the two repulsive terms and the ion–ion term cancel it.

**How good is the cancellation?** Take a hydrogenic donor orbital of radius $a$, with density $n(r)=e^{-2r/a}/(\pi a^3)$. The net charge inside a sphere of radius $r$ is the ion's charge minus the enclosed electron charge:

$$Q(r)=1-\int_0^r4\pi r'^2n(r')\,dr'=e^{-2r/a}\left(1+\frac{2r}{a}+\frac{2r^2}{a^2}\right).$$

The potential of the neutral donor is therefore

$$\Phi(r)=\int_r^\infty\frac{Q(r')}{\varepsilon r'^2}\,dr'=\frac{1}{\varepsilon}\left(\frac1r+\frac1a\right)e^{-2r/a}. \tag{4}$$

To confirm the integral, differentiate the right-hand side:

$$-\frac{d\Phi}{dr}=\frac{e^{-2r/a}}{\varepsilon}\left(\frac{1}{r^2}+\frac{2}{ar}+\frac{2}{a^2}\right)=\frac{Q(r)}{\varepsilon r^2}.$$

The acceptor consists of a charge $-1$ at distance $R$ and a hole cloud of density $n_h$ around it. In the potential (4) its energy is

$$W_1(R)=\int n_h(\mathbf r)\,\Phi(r)\,d^3r-\Phi(R), \tag{5}$$

where $r$ is measured from the donor. This is the sum of the four terms with the finite size of both clouds included. It decays exponentially, whereas the final-state energy decays as $1/R$.

**Second order.** Each neutral centre can also respond to the other's fluctuating dipole. Let $\mathbf r_e$ and $\mathbf r_h$ be the positions of the carriers relative to their ions, with $z$ along the pair axis. The dipoles are $-\mathbf r_e$ and $+\mathbf r_h$, and their coupling is

$$V=-\frac{x_ex_h+y_ey_h-2z_ez_h}{\varepsilon R^3}.$$

Its mean in the spherical ground state vanishes. In second order each pair of excited states $n$ and $m$ contributes $-|V_{nm}|^2/(\Delta_n+\Delta_m)$, where $\Delta$ is an excitation energy. The $x$, $y$ and $z$ products lead to different p states, so they do not interfere, and their squared weights are $1+1+4=6$. Thus

$$W_2=-\frac{C_6}{R^6},\qquad C_6=\frac{6}{\varepsilon^2}\sum_{n,m}\frac{|z_n|^2|z_m|^2}{\Delta_n+\Delta_m}, \tag{6}$$

where $z_n$ and $z_m$ are the matrix elements of $z$ between the ground state and the p states oriented along $z$, for donor and acceptor respectively. This van der Waals attraction lowers the initial state, so it lowers the photon energy. Its sign is opposite to that of the Coulomb term because it acts before the emission, not after it.

## Second derivation: capturing the carriers one at a time

The second route runs the emission backwards. Start from D⁺ and A⁻ at the fixed distance $R$. Create a free electron and a free hole far away, at a cost $E_g$, and let the ions capture them in turn. The energy released is $B_e$ for the electron and $B_h$ for the hole. The end point is the initial state of the luminescence, so

$$h\nu=E_g-B_e-B_h. \tag{7}$$

The energy of the ion pair is present throughout this process and need not be evaluated. What must be found is how the neighbour changes each binding energy.

**Electron capture beside a bare acceptor ion.** Put the donor at the origin and A⁻ at $R$ on the $z$ axis. A⁻ repels the electron with the potential energy

$$\frac{1}{\varepsilon|\mathbf R-\mathbf r|}=\frac{1}{\varepsilon R}+\frac{z}{\varepsilon R^2}+\dots \tag{8}$$

The first term raises the level by $1/(\varepsilon R)$. The second has zero mean in a spherical orbital, but it polarizes the orbital and so lowers the level in second order.

To find this lowering, measure lengths in $a$ and energies in $1/(\varepsilon a)$. The donor Hamiltonian becomes $H_0=-\tfrac12\nabla^2-1/r$, with ground state $\psi_0\propto e^{-r}$ and energy $-\tfrac12$. For a perturbation $Fz$ the first-order change $\psi_1$ obeys

$$\left(H_0+\tfrac12\right)\psi_1=-Fz\,\psi_0.$$

Try $\psi_1=-Fz(1+r/2)\psi_0$. For any function $f$, the ground-state equation and $\nabla\psi_0=-(\mathbf r/r)\psi_0$ give

$$\left(H_0+\tfrac12\right)f\psi_0=\left(-\tfrac12\nabla^2f+\frac{\partial f}{\partial r}\right)\psi_0.$$

With $f=z(1+r/2)$ one has $\nabla^2f=2z/r$ and $\partial f/\partial r=z/r+z$. The bracket is $-z/r+z/r+z=z$, so the trial function is the solution. The second-order energy is

$$\langle\psi_0|Fz|\psi_1\rangle=-F^2\left(\frac{\langle r^2\rangle}{3}+\frac{\langle r^3\rangle}{6}\right)=-F^2\left(1+\frac54\right)=-\frac94F^2,$$

because $\langle r^2\rangle=3$ and $\langle r^3\rangle=15/2$ in this state. By (8), $F=a^2/R^2$ in these units. Restoring the energy unit gives a lowering of

$$P=\frac{9a^3}{4\varepsilon R^4}. \tag{9}$$

A raised level means weaker binding. Through order $R^{-4}$,

$$B_e=E_D-\frac{1}{\varepsilon R}+P. \tag{10}$$

**Hole capture beside a neutral donor.** The donor is now neutral and has no long-range potential, so no $1/R$ term appears. Before the capture, however, A⁻ polarizes the donor, and the system's energy is lower by $P$. After the capture the acceptor is neutral, its outer field is gone, and the donor relaxes to its unpolarized state. The lowering $P$ has been lost, and the hole releases that much less:

$$B_h=E_A-P. \tag{11}$$

Inserting (10) and (11) into (7) gives

$$h\nu=E_g-\left(E_D-\frac{1}{\varepsilon R}+P\right)-\left(E_A-P\right)=E_g-E_D-E_A+\frac{1}{\varepsilon R}.$$

This is equation (1) again, with no $R^{-4}$ correction. The positive sign now has another reading: the first carrier is captured against the repulsion of the other ion, so less binding energy is subtracted from the gap. The second carrier meets a neutral neighbour and pays no such cost. Subtracting $1/(\varepsilon R)$ from both binding energies would count the repulsion twice. If the hole is captured first, the acceptor's radius replaces $a$ in $P$, and $P$ cancels in the same way.

## What each derivation assumes

Both derivations require a linear dielectric, relaxed lattices, and neutral centres without long-range fields. They differ in what else they need.

The first compares two complete states. It needs the energy of the ion pair and the sum of all interactions in the initial state. It shows directly which corrections survive: the exponentially small $W_1$ and the van der Waals term $W_2$.

The second never evaluates the ion-pair energy, but it uses an intermediate state with one carrier bound, and that state must exist. At leading order $B_e$ vanishes when $1/(\varepsilon R)=E_D$. A hydrogenic orbital has $E_D=1/(2\varepsilon a)$, so this happens at $R=2a$. It marks the failure of the expansion (8), not the loss of the state: the orbital shifts away from the acceptor ion, and the electron is still bound there, though weakly. At such distances the donor and acceptor orbitals also overlap, so equation (1) is not reliable by either route.

**Other charges.** The first method extends readily to final ions of charge $+Z_D$ and $-Z_A$. Before emission their charges are $Z_D-1$ and $-(Z_A-1)$. The leading distance term in the photon energy is

$$\frac{-(Z_D-1)(Z_A-1)+Z_DZ_A}{\varepsilon R}=\frac{Z_D+Z_A-1}{\varepsilon R}.$$

For $Z_D=Z_A=1$ this is the term in (1). A double donor with a single acceptor gives twice that shift, because its initial state still has no $1/R$ energy while its final attraction is doubled.

## Distance and the shape of the spectrum

As $R\to\infty$ the photon energy falls to $E_g-E_D-E_A$. At finite distance its slope is

$$\frac{d(h\nu)}{dR}=-\frac{1}{\varepsilon R^2},$$

so close pairs emit at higher energy. Impurities on lattice sites have discrete separations, and each separation gives its own line. For acceptors placed at random with density $N$, the mean number in a shell around a donor is $4\pi R^2N\,dR$. Dividing by the energy width $dR/(\varepsilon R^2)$ gives $4\pi\varepsilon NR^4$ pairs per unit energy. Neighbouring separations that differ by a small $\delta R$ give lines only about $\delta R/(\varepsilon R^2)$ apart, so the lines of distant pairs crowd together and merge into a band.

## Worked example: cold silicon

The parameters are rough typical values for phosphorus donors and aluminium acceptors in silicon: $E_g=1.170$ eV, $E_D=45$ meV, $E_A=70$ meV and $\varepsilon=11.7$. They are chosen inputs, treated as exact. The last digits below serve to follow small shifts, not to predict the absolute position of a line. In units of eV and nm, $1/\varepsilon$ is replaced by $e^2/(4\pi\varepsilon_0\varepsilon)=0.1231$ eV nm. The distant-pair limit is

$$1.170-0.045-0.070=1.055\ \text{eV}.$$

At $R=10$ nm the Coulomb term is $0.1231/10=0.0123$ eV, so

$$h\nu=1.055+0.0123=1.067\ \text{eV},$$

or a wavelength of about 1162 nm. At 5 nm the Coulomb term is 24.6 meV and the photon energy 1.080 eV. At 20 nm they are 6.2 meV and 1.061 eV.

The capture route gives the same energy at 10 nm. The hydrogenic donor radius is $a=0.1231/(2\times0.045)=1.37$ nm, and (9) gives $P\approx0.07$ meV. The electron is bound by about $45-12.3+0.1=32.8$ meV and the hole by about $70-0.1=69.9$ meV. Their sum, 102.7 meV, taken from 1170 meV leaves 1067 meV.

**Corrections within the pair.** The integral (5) was evaluated by numerical quadrature, and the sum (6) with excited states built from Gaussian functions. The hydrogenic acceptor radius is 0.88 nm. At 5 nm these radii give a penetration shift of $+0.08$ meV and a van der Waals term (6) of $-0.08$ meV. At 10 nm they are $+0.00006$ and $-0.0012$ meV. Equation (6) keeps only the coupling between dipoles. At 10 nm the higher multipoles, left out here, strengthen the attraction by some tens of per cent. At 5 nm the next term, in $R^{-8}$, is already as large as the dipole term, so the multipole series cannot be used. The series also ignores the overlap of the clouds, and the full attraction beyond $W_1$ is about $-0.10$ meV there. The van der Waals values from (6) therefore show only its approximate size.

Silicon's electron mass depends on direction, and its valence band has a light-hole branch, so the orbitals have tails that reach further than the hydrogenic radii suggest. A bound orbital of mass $m$ and binding energy $E$ decays with the length $1/\sqrt{2mE}$. Light masses of 0.19 for the electron and 0.16 for the hole give 2.11 and 1.84 nm. Using these lengths as the radii of whole hydrogenic orbitals is a pessimistic estimate, not a strict bound. At 5 nm it gives $+0.8$ meV for penetration, and (6) gives $-1.5$ meV for the van der Waals attraction, 6% of the Coulomb term. The clouds overlap strongly there and the $R^{-6}$ law is no longer accurate, so the second number is only an order of magnitude. At 10 nm both corrections are hundredths of a meV.

**Comparison with real samples.** Other charged impurities break the assumption of an isolated pair. Consider one stray unit charge on the pair axis, at a distance $d$ from the midpoint. It acts on the final ions with opposite signs and shifts the photon energy by

$$\pm\frac1\varepsilon\left(\frac{1}{d-R/2}-\frac{1}{d+R/2}\right).$$

For $10^{16}$ charged impurities per cm³ the mean spacing is 46.4 nm. With $d$ equal to this spacing, the shift is $\pm0.3$ meV for $R=5$ nm, $\pm0.6$ meV for 10 nm and $\pm1.2$ meV for 20 nm. The last is about 20% of the Coulomb term, so the distant pairs, whose orbitals overlap least, are the most exposed to stray fields. For $d\gg R$ the shift varies as $R/d^2$, and heavier doping with charged impurities increases it. A permittivity 3% smaller raises the photon energy by 0.8 meV at 5 nm, 0.4 meV at 10 nm and 0.2 meV at 20 nm. It therefore matters more than this stray charge for the closest of the three pairs, and less for the other two. The single charge is an illustration, not an upper limit. Many charges of both signs placed at random with the same density typically shift the energy about twice as much, which makes the two effects comparable at 5 nm.

Such shifts also hide the separate lines. For impurities on silicon lattice sites, the allowed separations near 5 nm give lines only about 0.04 meV apart on average, and those near 10 nm are closer still. The energies in this example therefore mark positions within a band, not resolved lines.

Silicon has an indirect gap, and emission assisted by a phonon is important in it. A phonon of roughly 58 meV puts the replica of the 10 nm emission at 1.009 eV. This displacement exceeds the whole Coulomb shift, so the emission must be identified as no-phonon or replica before a typical distance is inferred from its energy.

Temperature decides whether the neutral initial state survives. At 5 K the thermal energy is 0.43 meV and $E_D/kT$ is about 104. At 300 K it is 1.7, so thermal release of the electron competes strongly, and these shallow pairs are not a suitable description of a device at room temperature.

**Emission rate.** In the envelope approximation, with all other factors held fixed, the recombination rate is proportional to the squared overlap of the electron and hole envelopes. Quadrature with the long-tail radii gives an overlap factor at 20 nm that is $4\times10^{-4}$ of its value at 10 nm. This leaves out the interference between silicon's conduction-band valleys, so it describes the trend and not the rate of a particular pair. After a short excitation pulse the close pairs are used up first, and the model predicts that the remaining emission moves towards the distant-pair limit.

Numerical values quoted here were computed with a short program.
